# Absorption of axial and pupil-edge rays in immersion water: a numerical check

```python
"""
Result under test: in a flat absorbing layer the internal transmittance is
    T = 10**(-a*d/cos(theta)),   sin(theta) = NA/n,
so for 1 mm of water (n = 1.44, a = 0.036 per cm) a ray at NA = 1.35
transmits about 1.5 percent less than an axial ray (relative difference).

Symbols: a decadic absorbance per cm, d layer thickness in cm,
n refractive index of water, NA = n*sin(theta) numerical aperture,
alpha = a*ln(10) Napierian coefficient per cm, kappa imaginary index.
Interface reflections are excluded from T and are sized separately.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

n_water = 1.44
absorbance = 0.036          # per cm, decadic
thickness = 0.1             # cm
na_edge = 1.35
wavelength_nm = 193.4       # rough ArF laser wavelength
n_silica = 1.56             # rough, last lens element
n_resist = 1.70             # rough, real part only
dn_dT = -1.0e-4             # per K, rough, water
dose = 0.030                # J/cm2, rough exposure dose
heat_capacity = 4.18        # J/(cm3 K), rough, water


def cosine(na, n):
    return np.sqrt(1.0 - (na / n) ** 2)


def transmittance(na, n=n_water, a=absorbance):
    return 10.0 ** (-a * thickness / cosine(na, n))


def relative_loss(na, n=n_water, a=absorbance):
    return 1.0 - transmittance(na, n, a) / transmittance(0.0, n, a)


alpha = absorbance * np.log(10.0)
cos_edge = cosine(na_edge, n_water)
angle_edge = np.degrees(np.arcsin(na_edge / n_water))
T_axis = transmittance(0.0)
T_edge = transmittance(na_edge)
loss = relative_loss(na_edge)
x_small = alpha * thickness * (1.0 / cos_edge - 1.0)

# Fermat: the quickest path through silica and water conserves n*sin(theta).
height, depth, offset = 1.0, 1.0, 3.0


def optical_path(x):
    return (n_silica * np.hypot(x, height)
            + n_water * np.hypot(offset - x, depth))


best = minimize_scalar(optical_path, bounds=(0.0, offset),
                       method="bounded", options={"xatol": 1e-10}).x
na_silica = n_silica * best / np.hypot(best, height)
na_water = n_water * (offset - best) / np.hypot(offset - best, depth)
# Minimization locates a flat minimum only to about sqrt(machine epsilon).
assert abs(na_silica - na_water) < 1e-6


# Exit point found by root search, then absorption slice by slice.
def sliced_transmittance(na, slices=100000):
    x_exit = brentq(lambda x: n_water * x / np.hypot(x, thickness) - na,
                    0.0, 10.0, xtol=1e-14)
    path = np.hypot(x_exit, thickness)
    survivors = np.full(slices, 1.0 - alpha * path / slices)
    return np.prod(survivors), path


T_axis_sliced, path_axis = sliced_transmittance(0.0)
T_edge_sliced, path_edge = sliced_transmittance(na_edge)
# Finite slice thickness leaves an error of a few parts in 1e9.
assert abs(T_axis_sliced - T_axis) < 1e-7
assert abs(T_edge_sliced - T_edge) < 1e-7
loss_sliced = 1.0 - T_edge_sliced / T_axis_sliced
assert 0.0145 < loss_sliced < 0.0155
assert x_small - x_small ** 2 / 2 < loss_sliced < x_small


# Maxwell's equations for tangential fields, depth in units of 1/k0,
# time factor exp(-i*omega*t), transverse wave number NA.
def maxwell_modes(index, na, polarization):
    eps = complex(index) ** 2
    if polarization == "s":
        matrix = np.array([[0, -1j], [-1j * (eps - na ** 2), 0]])
    else:
        matrix = np.array([[0, 1j * (1 - na ** 2 / eps)], [1j * eps, 0]])
    values, vectors = np.linalg.eig(matrix)
    forward = int(np.argmax(values.imag))
    vectors = vectors / vectors[0]
    return values[forward], vectors[:, forward], vectors[:, 1 - forward]


wavelength_cm = wavelength_nm * 1e-7
kappa = alpha * wavelength_cm / (4 * np.pi)
k0 = 2 * np.pi / wavelength_cm
T_wave = {}
for pol in ("s", "p"):
    for na in (0.0, 0.9, na_edge):
        growth = maxwell_modes(n_water + 1j * kappa, na, pol)[0].real
        T_wave[pol, na] = np.exp(2 * growth * k0 * thickness)
        # Roundoff in the eigenvalue is multiplied by k0*d, about 3e4.
        assert abs(T_wave[pol, na] - transmittance(na)) < 1e-8


# Fresnel power reflection, tested by matching the Maxwell modes.
def fresnel(n1, n2, na, polarization):
    c1, c2 = cosine(na, n1), cosine(na, n2)
    if polarization == "s":
        r = (n1 * c1 - n2 * c2) / (n1 * c1 + n2 * c2)
    else:
        r = (n2 * c1 - n1 * c2) / (n2 * c1 + n1 * c2)
    return r ** 2


def matched_reflection(n1, n2, na, polarization):
    _, incoming, reflected = maxwell_modes(n1, na, polarization)
    _, transmitted, _ = maxwell_modes(n2, na, polarization)
    system = np.column_stack([reflected, -transmitted])
    return abs(np.linalg.solve(system, -incoming)[0]) ** 2


for pair in ((n_silica, n_water), (n_water, n_resist)):
    for na in (0.0, na_edge):
        for pol in ("s", "p"):
            difference = fresnel(*pair, na, pol) \
                - matched_reflection(*pair, na, pol)
            assert abs(difference) < 1e-12

# Fringe contrast of an axial and an edge beam, both s-polarized.
power_ratio = T_edge / T_axis
contrast = 2 * np.sqrt(power_ratio) / (1 + power_ratio)
phase = np.linspace(0.0, 2 * np.pi, 2001)
fringes = abs(np.sqrt(T_axis_sliced)
              + np.sqrt(T_edge_sliced) * np.exp(1j * phase)) ** 2
contrast_sampled = ((fringes.max() - fringes.min())
                    / (fringes.max() + fringes.min()))
assert abs(contrast - contrast_sampled) < 1e-9

# A Napierian reading of the same coefficient must miss the stated result.
loss_napierian = 1.0 - np.exp(-absorbance * (path_edge - path_axis))
assert loss_napierian < 0.010

loss_more_absorbing = relative_loss(na_edge, a=1.1 * absorbance)
loss_warmer = relative_loss(na_edge, n=n_water + dn_dT)
heating = alpha * dose / (cos_edge * heat_capacity)

print(f"water index: {n_water:.2f}")
print(f"decadic absorbance: {absorbance:.3f} per cm")
print(f"thickness: {10 * thickness:.1f} mm")
print(f"edge numerical aperture: {na_edge:.2f}")
print(f"rough wavelength: {wavelength_nm:.1f} nm")
print(f"sin(theta) at edge: {na_edge / n_water:.4f}")
print(f"cos(theta) at edge: {cos_edge:.5f}")
print(f"angle in water: {angle_edge:.2f} degrees")
print(f"edge path: {10 * path_edge:.4f} mm")
print(f"extra path: {10 * (path_edge - path_axis):.4f} mm")
print(f"Napierian coefficient alpha: {alpha:.5f} per cm")
print(f"imaginary index kappa: {kappa:.3e}")
print(f"axial transmittance: {100 * T_axis:.3f} percent")
print(f"edge transmittance: {100 * T_edge:.3f} percent")
print(f"edge/axial power ratio: {power_ratio:.5f}")
print(f"relative loss: {100 * loss:.3f} percent")
print(f"difference: {100 * (T_axis - T_edge):.3f} percentage points")
print(f"small exponent x: {x_small:.6f}")
print(f"lower bound x-x^2/2: {x_small - x_small ** 2 / 2:.6f}")
print(f"sliced-ray relative loss: {100 * loss_sliced:.3f} percent")
for pol in ("s", "p"):
    print(f"Maxwell edge T, {pol}: "
          f"{100 * T_wave[pol, na_edge]:.3f} percent")
print(f"loss if Napierian: {100 * loss_napierian:.3f} percent")
print(f"edge/axial amplitude ratio: {np.sqrt(power_ratio):.5f}")
print(f"fringe contrast loss: {1 - contrast:.2e}")
for na in (0.5, 0.9, 1.2, 1.3):
    print(f"relative loss at NA {na:.1f}: "
          f"{100 * relative_loss(na):.3f} percent")
print(f"rough silica index: {n_silica:.2f}")
print(f"rough resist index: {n_resist:.2f}")
for name, n1, n2 in (("silica/water", n_silica, n_water),
                     ("water/resist", n_water, n_resist)):
    print(f"{name} reflection, axial: "
          f"{100 * fresnel(n1, n2, 0.0, 's'):.2f} percent")
    for pol in ("s", "p"):
        print(f"{name} reflection, edge {pol}: "
              f"{100 * fresnel(n1, n2, na_edge, pol):.2f} percent")
for pol in ("s", "p"):
    echo = (fresnel(n_silica, n_water, na_edge, pol)
            * fresnel(n_water, n_resist, na_edge, pol))
    print(f"two-bounce echo before absorption, {pol}: "
          f"{100 * echo:.3f} percent")
print(f"loss with absorbance +10 percent: "
      f"{100 * loss_more_absorbing:.3f} percent")
print(f"rough dn/dT of water: {dn_dT:.1e} per K")
print(f"loss change for +1 K: "
      f"{100 * (loss_warmer - loss):.4f} percentage points")
print(f"rough dose: {1000 * dose:.0f} mJ/cm2")
print(f"rough heat capacity: {heat_capacity:.2f} J/(cm3 K)")
print(f"upper estimate of heating: {1000 * heating:.2f} mK")
print("done: every assertion held")
```

Running it gives:

```
water index: 1.44
decadic absorbance: 0.036 per cm
thickness: 1.0 mm
edge numerical aperture: 1.35
rough wavelength: 193.4 nm
sin(theta) at edge: 0.9375
cos(theta) at edge: 0.34799
angle in water: 69.64 degrees
edge path: 2.8737 mm
extra path: 1.8737 mm
Napierian coefficient alpha: 0.08289 per cm
imaginary index kappa: 1.276e-07
axial transmittance: 99.174 percent
edge transmittance: 97.646 percent
edge/axial power ratio: 0.98459
relative loss: 1.541 percent
difference: 1.528 percentage points
small exponent x: 0.015532
lower bound x-x^2/2: 0.015411
sliced-ray relative loss: 1.541 percent
Maxwell edge T, s: 97.646 percent
Maxwell edge T, p: 97.646 percent
loss if Napierian: 0.672 percent
edge/axial amplitude ratio: 0.99226
fringe contrast loss: 3.02e-05
relative loss at NA 0.5: 0.055 percent
relative loss at NA 0.9: 0.233 percent
relative loss at NA 1.2: 0.668 percent
relative loss at NA 1.3: 1.092 percent
rough silica index: 1.56
rough resist index: 1.70
silica/water reflection, axial: 0.16 percent
silica/water reflection, edge s: 4.79 percent
silica/water reflection, edge p: 2.00 percent
water/resist reflection, axial: 0.69 percent
water/resist reflection, edge s: 12.03 percent
water/resist reflection, edge p: 3.74 percent
two-bounce echo before absorption, s: 0.576 percent
two-bounce echo before absorption, p: 0.075 percent
loss with absorbance +10 percent: 1.694 percent
rough dn/dT of water: -1.0e-04 per K
loss change for +1 K: 0.0012 percentage points
rough dose: 30 mJ/cm2
rough heat capacity: 4.18 J/(cm3 K)
upper estimate of heating: 1.71 mK
done: every assertion held
```
